# Thermal Radiative Lifetime of a Silicon Nanocrystal Exciton with Triplet and Singlet

Suppose the decay time and the quantum yield of the light from an etched silicon layer have been recorded at several temperatures, and a calculation must turn them into a splitting between exciton levels. The decision is which law to fit. A straight line through the logarithm of the decay rate against \(1/T\) is the easy choice; a thermal average over a slow triplet and a faster singlet is the other. For the parameters used below, and as long as transfer between the levels is fast, nonradiative loss has been removed and the emission rate of each level does not itself change with temperature, the straight line returns a splitting at least 13 % too small, whatever temperature its slope is taken at. The notes build the thermal average from its simplest case and find where it holds.

## 1. One slow state and one fast state

Let one exciton sit in a nanocrystal. It has a slow state at energy 0 with radiative rate \(k_T=1/\tau_T\), and a fast state at energy \(\Delta>0\) with rate \(k_S=1/\tau_S>k_T\). Assume for now that the exciton is shared between them thermally throughout its life. With

\[
x=e^{-\Delta/k_BT},
\]

the occupation probabilities are \(1/(1+x)\) and \(x/(1+x)\). The probability per unit time of emitting a photon is the sum of each probability times its rate:

\[
\bar k=\frac{k_T+x\,k_S}{1+x}.
\]

**Limit.** When \(T\to0\), \(x\to0\) and \(\bar k\to k_T\). When \(k_BT\gg\Delta\), \(x\to1\) and \(\bar k\to(k_T+k_S)/2\). The cold exciton waits in the slow state; the hot one spends half its time in the fast state.

## 2. Four spin states

An exciton has two unpaired spins: the electron raised to the conduction state and the one left behind in the valence state. Take their exchange energy as

\[
H=\Delta\left(\tfrac14-\mathbf s_1\cdot\mathbf s_2\right),
\]

with spins in units of \(\hbar\). Squaring \(\mathbf S=\mathbf s_1+\mathbf s_2\) gives

\[
\mathbf s_1\cdot\mathbf s_2=\tfrac12\left[S(S+1)-\tfrac34-\tfrac34\right].
\]

This is \(1/4\) for \(S=1\) and \(-3/4\) for \(S=0\). The energies are therefore 0, three times, and \(\Delta\), once. That the singlet lies higher is an input here, expressed by \(\Delta>0\).

The electric dipole operator does not act on spin, so a pure triplet could not emit into the spin-singlet ground state by a dipole transition. The small rate \(k_T\) stands for the emission allowed by spin–orbit admixture, and its value is also an input.

The triplet now has statistical weight 3, and the populations become

\[
p_T=\frac{3}{3+x},\qquad p_S=\frac{x}{3+x}.
\]

The mean rate is \(\bar k=p_Tk_T+p_Sk_S\), and its inverse is the radiative lifetime:

\[
\boxed{\;\tau_R(T)=\frac{3+x}{3/\tau_T+x/\tau_S},\qquad x=e^{-\Delta/k_BT}\;}
\]

The three triplet states need not emit equally. If their splittings are far below \(k_BT\) and transfer among them is much faster than emission, each holds \(p_T/3\), so their contribution is \(p_T(k_1+k_2+k_3)/3\). Thus \(k_T\) means the average triplet rate.

**Limits.** For \(x\to0\), \(\tau_R\to\tau_T\). For \(x\to1\),

\[
\tau_R\to\frac{4}{3/\tau_T+1/\tau_S},
\]

which is close to \(4\tau_S\) if \(\tau_T\gg3\tau_S\). The factor 4 arises because the singlet is one state of four.

**Numbers.** Take \(\Delta=10\) meV, \(\tau_T=1000\) µs and \(\tau_S=5\) µs, so \(k_T=1000\) s⁻¹ and \(k_S=200\,000\) s⁻¹. At 300 K, \(k_BT=25.85\) meV and \(x=e^{-10/25.85}=0.679\). Then

\[
\bar k=\frac{3(1000)+0.6792(200\,000)}{3.6792}\ \text{s}^{-1}=37\,700\ \text{s}^{-1},
\]

or \(\tau_R=26.5\) µs. The singlet holds 18 % of the population but emits 98 % of the light. The hot limit is 19.7 µs, and \(4\tau_S\) is 20 µs. Using \(4\tau_S\) at 300 K would make the lifetime 25 % too short, mainly because \(x\) is still well below 1.

## 3. Does the population stay thermal?

Emission drains the singlet faster than the triplet and so disturbs the thermal ratio. Let \(d\) be the total transfer rate from singlet to triplet and \(u\) the rate from triplet to singlet. The triplet is treated here as one population. This requires either fast transfer among its three states, or three states that emit at the same rate and also exchange with the singlet at the same rate; equal emission rates alone are not enough. For populations \(n_T,n_S\),

\[
\dot n_T=-(k_T+u)n_T+d\,n_S,\qquad
\dot n_S=u\,n_T-(k_S+d)n_S.
\]

Without emission the populations must settle at \(n_S/n_T=x/3\), where \(u\,n_T=d\,n_S\). Hence \(u/d=x/3\). With \(\Gamma=u+d\), this gives \(u=\Gamma p_S\) and \(d=\Gamma p_T\).

Insert \(n_T,n_S\propto e^{-\lambda t}\). A nonzero solution requires

\[
(k_T+u-\lambda)(k_S+d-\lambda)-ud=0.
\]

On expansion the two terms \(ud\) cancel, and \(k_Td+k_Su=\Gamma\bar k\), so

\[
\lambda^2-(k_T+k_S+\Gamma)\lambda+k_Tk_S+\Gamma\bar k=0. \tag{1}
\]

At \(\lambda=\bar k\) the left side is \(\bar k^2-(k_T+k_S)\bar k+k_Tk_S=(\bar k-k_T)(\bar k-k_S)\). This is negative, since \(\bar k\) lies between the two rates. The parabola opens upward, so \(\bar k\) lies between its roots: the slow root, which governs the late light, is smaller than \(\bar k\). Finite transfer makes the late decay slower than the thermal average.

To find by how much, set \(\lambda=\bar k-\delta\) with \(\delta>0\). Equation (1) becomes

\[
(\bar k-k_T)(\bar k-k_S)+\delta\,(\Gamma+k_T+k_S-2\bar k)+\delta^2=0.
\]

From \(\bar k-k_T=p_S(k_S-k_T)\) and \(k_S-\bar k=p_T(k_S-k_T)\),

\[
\delta=\frac{p_Sp_T(k_S-k_T)^2}{\Gamma+k_T+k_S-2\bar k+\delta}. \tag{2}
\]

Since \(p_S\le1/4\), \(\bar k\) is below \((k_T+k_S)/2\), and the denominator exceeds \(\Gamma\). Therefore

\[
\frac{\delta}{\bar k}<\frac{(\bar k-k_T)(k_S-\bar k)}{\Gamma\bar k}
=\frac{1}{\Gamma}\left(k_T+k_S-\bar k-\frac{k_Tk_S}{\bar k}\right).
\]

The sum \(\bar k+k_Tk_S/\bar k\) is at least \(2\sqrt{k_Tk_S}\), because the mean of two positive numbers is not below the root of their product. This leaves

\[
\frac{\delta}{\bar k}<\frac{(\sqrt{k_S}-\sqrt{k_T})^2}{\Gamma}. \tag{3}
\]

**Limits.** For \(\Gamma\to\infty\), \(\delta\to0\) and the boxed result follows. The other root grows roughly as \(\Gamma\); it describes the short transient in which an arbitrary starting population becomes thermal. For \(\Gamma\to0\), equation (1) has the roots \(k_T\) and \(k_S\): the levels decay separately, and no thermal lifetime exists.

**Numbers.** For a triplet that acts as one population, and because \(\Gamma\ge d\), condition (3) guarantees an error below 1 % of \(\bar k\) at every temperature if the singlet relaxation time \(1/d\) is shorter than 58 ns. With an assumed 1 ns, the slow root of the full four-state rate equations was computed from 20 to 300 K; its largest deviation was 0.016 % of \(\bar k\). As a separate test, all excitons were started as singlets and the lifetime was read from the late light at five temperatures from 15 to 300 K. It agreed with the boxed formula within 0.05 %.

With a relaxation time of 10 µs, the singlet emits twice as fast as it relaxes. The late lifetime at 300 K is then 63.8 µs instead of 26.5 µs. (If the same total transfer were shared 0.8 : 0.15 : 0.05 among three triplet states with no direct transfer between them, it would be 232 µs.) The formula fails although every level and rate in it is unchanged.

## 4. Where the singlet takes over

The triplet and singlet contribute equally to the light when \(3k_T=xk_S\), so \(x=3k_T/k_S=3\tau_S/\tau_T\). Taking the logarithm,

\[
k_BT^*=\frac{\Delta}{\ln[\tau_T/(3\tau_S)]}.
\]

A positive temperature requires \(\tau_T>3\tau_S\). At this point the denominator of \(\tau_R\) is \(6/\tau_T\), and

\[
\tau_R(T^*)=\frac{\tau_T}{6}\left(3+\frac{3\tau_S}{\tau_T}\right)=\frac{\tau_T+\tau_S}{2}.
\]

**Limit.** If \(\tau_S\ll\tau_T\), the radiative lifetime at the crossover is half its cold value, which gives a quick way to locate \(T^*\) in data from which nonradiative loss has been removed (section 6).

**Numbers.** Here \(\ln(1000/15)=4.20\), so \(k_BT^*=2.38\) meV and \(T^*=27.6\) K, with a lifetime of 502.5 µs. The crossover comes well before \(k_BT=\Delta\), because a singlet 200 times faster needs little population to compete. The lifetimes around it are:

| \(T\) (K) | singlet share of light | \(\tau_R\) (µs) |
|---:|---:|---:|
| 10 | 0.0006 | 999 |
| 20 | 0.168 | 833 |
| 30 | 0.582 | 421 |
| 77 | 0.937 | 68.1 |
| 300 | 0.978 | 26.5 |

## 5. What a straight-line fit measures

Let \(\beta=1/k_BT\). The slope of a plot of \(\ln\bar k\) against \(\beta\) defines an apparent activation energy \(E_a=-d\ln\bar k/d\beta\). Since \(dx/d\beta=-\Delta x\),

\[
\frac{dp_S}{d\beta}=\frac{3}{(3+x)^2}(-\Delta x)=-\Delta\,p_Sp_T.
\]

Writing \(\bar k=k_T+p_S(k_S-k_T)\) gives

\[
E_a=\Delta\frac{p_Sp_T(k_S-k_T)}{\bar k}
=\Delta\frac{p_S(k_S-\bar k)}{\bar k}
=\Delta(f_S-p_S),
\]

where \(f_S=p_Sk_S/\bar k\) is the singlet share of the light. The first form is positive, so \(\tau_R\) falls steadily as \(T\) rises. The last form shows that \(E_a<\Delta\), because \(f_S\le1\) and \(p_S>0\). When cold, the triplet light hides the activation; when warm, the singlet population begins to saturate.

The largest value follows from the inequality behind (3), since \(E_a/\Delta=(\bar k-k_T)(k_S-\bar k)/[\bar k(k_S-k_T)]\):

\[
E_a\le\Delta\frac{(\sqrt{k_S}-\sqrt{k_T})^2}{k_S-k_T}
=\Delta\frac{\sqrt{k_S}-\sqrt{k_T}}{\sqrt{k_S}+\sqrt{k_T}}.
\]

Equality needs \(\bar k=\sqrt{k_Tk_S}\), or \(\tau_R=\sqrt{\tau_T\tau_S}\). There

\[
\frac{x}{3}=\frac{p_S}{p_T}=\frac{\bar k-k_T}{k_S-\bar k}=\sqrt{\frac{k_T}{k_S}}.
\]

A finite temperature has \(x<1\), so the maximum is reached if \(k_S>9k_T\).

**Limit.** As \(k_S/k_T\to\infty\), the maximum approaches \(\Delta\). A large rate ratio is thus needed before even the steepest part of the plot gives the splitting.

**Numbers.** The maximum is 8.68 meV, at 74.8 K, where \(\tau_R=70.7\) µs. At 300 K the slope gives \(10(0.978-0.185)=7.9\) meV, and at 20 K \(10(0.168-0.001)=1.7\) meV.

The populations supply a plot that is straight over the whole range:

\[
\ln\frac{\bar k-k_T}{k_S-\bar k}=\ln\frac{x}{3}=-\frac{\Delta}{k_BT}-\ln3. \tag{4}
\]

The rate \(k_T\) comes from the cold plateau, provided that \(k_BT\) there is still far above the triplet fine structure (section 7). An error in \(k_T\) matters most at the lowest fitted temperatures, where \(\bar k-k_T\) is small. If \(k_S\) is unknown, it can be fitted together with \(\Delta\) while the intercept is held at \(-\ln3\). This presumes that the weights really are 3 and 1, which valley and hole orbital degeneracy in a real silicon crystal can change. Rates from five slow and three fast states with the same \(\Delta\), \(k_T\) and \(k_S\), fitted from 20 to 300 K as if the weights were 3 and 1, return about 9.65 meV and a singlet rate about 60 % too large. Equation (4) was tried on decay rates from the four-state rate equations at seven temperatures from 20 to 300 K, with a relaxation time of 0.1 ns and both \(k_T\) and \(k_S\) known. The fitted slope gave 10.00 meV and the intercept a degeneracy ratio of 3.000.

## 6. Nonradiative loss and the quantum yield

Let every level also lose excitons without light at the same rate \(k_{nr}\). This adds \(-k_{nr}n_T\) and \(-k_{nr}n_S\) to the rate equations, which multiplies each population by \(e^{-k_{nr}t}\). With fast transfer, the measured decay rate is

\[
\frac1{\tau_{\rm PL}}=\bar k+k_{nr}.
\]

For a thermal starting population, the number of photons per exciton is

\[
\eta=\int_0^\infty\bar k\,e^{-(\bar k+k_{nr})t}\,dt=\frac{\bar k}{\bar k+k_{nr}}.
\]

Dividing the two results gives \(\tau_R=\tau_{\rm PL}/\eta\). A decay time alone does not give the radiative lifetime; the yield of the same emitting crystals is needed too.

**Limit.** For \(k_{nr}\to0\), \(\eta\to1\) and \(\tau_{\rm PL}\to\tau_R\). For \(k_{nr}\gg\bar k\), the measured time is \(1/k_{nr}\) and carries little information about the spin levels.

**Numbers.** With \(k_{nr}=10\,000\) s⁻¹ at 300 K, \(\eta=37\,700/47\,700=79\,\%\) and \(\tau_{\rm PL}=20.9\) µs. Dividing the second by the first returns 26.5 µs. Equation (4) contains only differences of rates, so a \(k_{nr}\) that does not change with temperature cancels if \(k_T\) is read from the measured plateau and \(k_S\) is fitted: \(\Delta\) comes out unchanged, while both rates come out too large by \(k_{nr}\). A \(k_{nr}\) that changes with temperature must be subtracted at each temperature; a loss activated by 20 meV and reaching \(10\,000\) s⁻¹ at 300 K, left in the data from 20 to 300 K, raises the fitted splitting to about 10.7 meV.

## 7. The model beside real porous silicon

The parameters are rough values for red-emitting porous silicon, where splittings are of order 10 meV, cold lifetimes of order milliseconds and room-temperature decays of order tens of microseconds. None is meant to be far from typical, but both the splitting and the singlet rate depend on crystal size, and etching leaves a distribution of sizes. The 1 ns relaxation time is an assumption. The size distribution also breaks the assumption that all crystals are alike. The following estimates change one thing at a time, with illustrative inputs.

- **Singlet rate.** A singlet lifetime 30 % longer raises \(\tau_R\) at 300 K from 26.5 to 34.2 µs, almost in proportion, because the singlet emits nearly all the light.
- **Spread of splittings.** A standard deviation of 2 meV in \(\Delta\) spreads the rates by 57 % of their mean at 30 K but 6 % at 300 K. A sum of exponentials with different rates is not one exponential, so a single fitted lifetime is less trustworthy at 30 K, near the crossover, than at 300 K.
- **Phonon-assisted emission.** Silicon's indirect gap lets phonons take part. If all the light involves a phonon of roughly 57 meV, with equal coupling for emission and absorption, the rates grow as \((n+1)+n=\coth(57\ \text{meV}/2k_BT)\), where \(n\) is the phonon occupation. This is 1.25 at 300 K and shortens the lifetime to 21.2 µs. The same factor adds \(57\ \text{meV}/\sinh(57\ \text{meV}/k_BT)\) to the slope \(E_a\) of section 5. At 300 K this is 12.7 meV, so the straight line would there give 20.7 meV, twice the splitting instead of too little. Light emitted without a phonon would weaken both effects.
- **Higher exciton levels.** Four dark states at 50 meV would hold some population at 300 K and lengthen the lifetime to 30.7 µs.
- **Triplet fine structure.** Let the lowest triplet state be dark and 0.1 meV below the other two, with the average triplet rate unchanged and the populations thermal. At 4 K the lifetime is 1112 µs instead of 1000 µs. On further cooling the exciton collects in the dark state, and the plateau at \(\tau_T\) is lost.

At 300 K the shifts from the singlet rate, the phonons and the higher levels have different signs and are each 16 to 29 % of \(\tau_R\). A lifetime computed there is therefore uncertain by several microseconds for a real layer, and a splitting fitted with temperature-independent rates can absorb part of the phonon effect.

The pump must also be weak enough that a crystal rarely holds more than one exciton. For a pump rate \(G\) per crystal, the mean occupation is about \(G\tau_{\rm PL}\) when small. Without nonradiative loss, where \(\tau_{\rm PL}=\tau_R\), holding it at 0.1 allows 100 excitations per second at 4 K but about 3800 at 300 K. A pump setting chosen at room temperature can thus violate the model in the cold, where the exciton lives longest.

For the opening decision, the boxed formula is the law to fit when transfer among all four spin states is much faster than emission, nonradiative loss has been removed, the crystals are similar, the pump is weak, and the fitted temperatures lie in a suitable window: high enough that \(k_BT\) is far above the triplet fine structure, and low enough that phonons hardly change the rates and higher levels stay empty. The numerical output gives the remaining populations and lifetimes.

## Table of computed values

```
splitting: 10.0 meV
triplet lifetime: 1000 us
singlet lifetime: 5.0 us
triplet rate: 1000 1/s; singlet rate: 200000 1/s
assumed singlet relaxation time: 1.0 ns
T (K), kBT (meV), x, p_S, f_S, tau_R (us):
   4   0.345  2.515e-13  8.384e-14  1.677e-11  1000.00
  10   0.862  9.125e-06  3.042e-06  6.079e-04   999.40
  20   1.723  3.021e-03  1.006e-03  1.676e-01   833.21
  30   2.585  2.090e-02  6.917e-03  5.821e-01   420.78
  50   4.309  9.818e-02  3.169e-02  8.675e-01   136.86
  77   6.635  2.216e-01  6.877e-02  9.366e-01    68.09
 150  12.926  4.613e-01  1.333e-01  9.685e-01    36.33
 300  25.852  6.792e-01  1.846e-01  9.784e-01    26.50
mean radiative rate at 300 K: 37737 1/s
hot limit of lifetime: 19.70 us
four singlet lifetimes: 20.00 us
equal-light temperature: 27.63 K
lifetime there: 502.5 us
largest apparent activation energy: 8.68 meV
reached at: 74.8 K, lifetime 70.7 us
splitting from fit: 10.000 meV
degeneracy ratio from fit: 3.0001
largest error in scan, 1 ns relaxation: 0.0163 %
relaxation time for 1 % error bound: 57.9 ns
300 K lifetime, 10 us relaxation: 63.8 us
neglected effects, illustrative inputs:
phonon energy (rough): 57 meV
phonon factor on rates at 300 K: 1.248
300 K lifetime with it: 21.24 us
four dark states at 50 meV, 300 K: 30.66 us
dark lowest sublevel, 0.1 meV split, 4 K: 1112 us
standard deviation of splitting: 2.0 meV
relative rate spread at 30 K: 57.0 %
relative rate spread at 300 K: 6.1 %
300 K lifetime, singlet lifetime up 30 %: 34.23 us
nonradiative rate: 10000 1/s
measured 300 K lifetime with it: 20.95 us
300 K quantum yield with it: 79.1 %
pump for 0.1 exciton at 4 K: 100 1/s
pump for 0.1 exciton at 300 K: 3774 1/s
```
